# Why radiative shifts weigh heavily in lithiumlike 2p1/2-2s lines

If a test of QED is chosen by the size of the radiative shift alone, the choice falls on the 1s level. In the model used below, the radiative part of the 2p1/2-1s line of hydrogenlike bismuth is roughly 0.2 keV, but the line lies near 77 keV, so the part to be tested is only about 0.3 percent of what is measured. If the choice is instead based on the cancellation of the \(Z^2\) energy, 2p3/2-2s looks as good as 2p1/2-2s, because that term cancels in both. Yet in lithiumlike bismuth the radiative fractions are about 0.9 and 11 percent. The difference comes from a second cancellation, which 2p1/2 has and 2p3/2 lacks.

## Conventions

The line energy is \(\Delta E=E(1s^2 2p_{1/2})-E(1s^2 2s)\). The algebra uses atomic units, with \(c=1/\alpha\) and \(\zeta=Z\alpha\). The radiative fraction is \(f=|\Delta E_{\rm rad}|/\Delta E\), where \(\Delta E\) includes the radiative part.

## Contribution 1: the one-electron energy

In the Schrödinger spectrum of a point nucleus, \(E_n=-Z^2/2n^2\) is the same for 2s and 2p. The \(Z^2\) term is therefore absent before relativity enters. To see what Dirac theory adds, write the orbital as \((P\chi_\kappa,\,iQ\chi_{-\kappa})/r\), with \(\kappa=-1,+1,-2\) for 2s, 2p1/2, 2p3/2. With \(W\) the energy including \(c^2\), the radial equations are

\[
P'=-\frac{\kappa}{r}P+\Big(a+\frac{\zeta}{r}\Big)Q,\qquad
Q'=\frac{\kappa}{r}Q+\Big(b-\frac{\zeta}{r}\Big)P,
\]

where \(a=(c^2+W)/c\) and \(b=(c^2-W)/c\). Near the origin \(P,Q\propto r^\gamma\), which requires \((\gamma+\kappa)P=\zeta Q\) and \((\gamma-\kappa)Q=-\zeta P\), hence \(\gamma=\sqrt{\kappa^2-\zeta^2}\).

A bound state has the form \(e^{-\lambda r}r^\gamma\sum_{j=0}^{N}(p_j,q_j)r^j\), with \(\lambda=\sqrt{ab}\). The highest power of \(r\) gives \(aq_N=-\lambda p_N\). The next power gives

\[
(\gamma+N+\kappa)p_N-\zeta q_N=\lambda p_{N-1}+aq_{N-1},
\]
\[
(\gamma+N-\kappa)q_N+\zeta p_N=\lambda q_{N-1}+bp_{N-1}.
\]

Multiply the first by \(\lambda\) and the second by \(a\). Since \(\lambda^2=ab\), the right sides become equal. Equating the left sides and inserting \(q_N=-\lambda p_N/a\) gives

\[
\lambda(\gamma+N+\kappa)+b\zeta=-\lambda(\gamma+N-\kappa)+a\zeta
\;\Rightarrow\;
2\lambda(\gamma+N)=\zeta(a-b)=\frac{2\zeta W}{c}.
\]

The explicit \(\kappa\) has dropped out. With \(\lambda=\sqrt{c^4-W^2}/c\),

\[
W=\frac{c^2}{\sqrt{1+\zeta^2/(N+\gamma)^2}},\qquad n=N+|\kappa| .
\]

Both 2s and 2p1/2 have \(N=1\) and \(|\kappa|=1\), so their energies coincide at every order in \(\zeta\). The 2p3/2 state has \(N=0\) and \(\gamma=\sqrt{4-\zeta^2}\). Simplifying the two cases,

\[
W_{2s}=W_{2p_{1/2}}=c^2\sqrt{\tfrac12\big(1+\sqrt{1-\zeta^2}\big)},\qquad
W_{2p_{3/2}}=c^2\sqrt{1-\zeta^2/4}.
\]

Their expansions are \(c^2(1-\zeta^2/8-5\zeta^4/128)\) and \(c^2(1-\zeta^2/8-\zeta^4/128)\). The 2p3/2 level is thus higher by \(c^2\zeta^4/32=\alpha^2Z^4/32\) at leading order. For bismuth the full separation is 2805 eV. This is the energy that 2p1/2-2s is spared.

## Contribution 2: repulsion from the 1s² core

The configurations \(1s^22s\) and \(1s^22p\) have opposite parity and do not mix, so first-order perturbation theory applies to each. The valence electron repels two core electrons and exchanges with the one of equal spin:

\[
\Delta E_1=2(J_{2p}-J_{2s})-(K_{2p}-K_{2s}).
\]

Let \(x=Zr\). A 1s electron produces the potential \(Z[1/x-e^{-2x}(1+1/x)]\). The mean of \(1/x\) is \(1/4\) for both valence states, and what differs is the penetration term. With \(P_{2s}^2=\tfrac12x^2(1-x/2)^2e^{-x}\) and \(P_{2p}^2=x^4e^{-x}/24\),

\[
\frac{J_{2s}}{Z}=\frac14-\frac12\int_0^\infty\Big(x-\frac{3x^3}{4}+\frac{x^4}{4}\Big)e^{-3x}dx=\frac14-\frac{13}{324}=\frac{17}{81},
\]
\[
\frac{J_{2p}}{Z}=\frac14-\frac1{24}\int_0^\infty(x^4+x^3)e^{-3x}dx=\frac14-\frac{7}{972}=\frac{59}{243}.
\]

For the 2s exchange, the product density is \(\rho=\sqrt2\,x^2(1-x/2)e^{-3x/2}\), whose integral from 0 to \(x\) is \((\sqrt2/3)x^3e^{-3x/2}\). Counting both orderings of the two radii,

\[
\frac{K_{2s}}{Z}=\frac43\int_0^\infty x^4\Big(1-\frac x2\Big)e^{-3x}dx=\frac{16}{729}.
\]

For 2p, \(\rho=x^3e^{-3x/2}/\sqrt6\), the interaction is dipolar, and its angular average gives a factor \(1/3\). The outer integral is \(\int_x^\infty\rho\,dy/y^2=(2x/3+4/9)e^{-3x/2}/\sqrt6\), so

\[
\frac{K_{2p}}{Z}=\frac19\int_0^\infty x^4\Big(\frac{2x}{3}+\frac49\Big)e^{-3x}dx=\frac{112}{6561}.
\]

Collecting the terms,

\[
\frac{\Delta E_1}{Z}=\frac{16}{243}-\frac{112-144}{6561}=\frac{464}{6561}\approx0.0707 .
\]

The sign is positive because 2s penetrates the core more and is screened less. A self-consistent calculation with \(c\) made a hundred times larger gives a slope of 0.0707 hartree per unit of \(Z\), which tests this coefficient.

For heavy ions the core is treated by the Dirac-Fock method, and the valence orbital is then found in the frozen core. Magnetic and retarded exchange are added as

\[
E_{\rm mag}(v)=-\sum_m\Big\langle vc_m\Big|\frac{(1-\boldsymbol\alpha_1\!\cdot\boldsymbol\alpha_2)\cos\omega r_{12}-1}{r_{12}}\Big|c_mv\Big\rangle,\qquad \omega=\frac{E_v-E_c}{c}.
\]

The \(-1\) removes the Coulomb exchange already counted. The direct magnetic term vanishes because a closed shell carries no net current. Both orbitals in this expression are taken from one local potential, so that the transition current obeys the continuity equation.

## Contribution 3: the finite nucleus

An extended nucleus binds less strongly than a point charge, and 2s has more density there than 2p1/2. The 2s level rises more and the line energy falls. For a uniform sphere of radius \(7.12\times10^{-5}\) angstrom, the one-electron shift of the bismuth line is about \(-12\) eV. The degeneracy therefore fails slightly in a real ion, but the failure is small beside the 2805 eV of fine structure.

## Contribution 4: the radiative shift

The scaling of the self-energy follows from an estimate. The zero-point field has energy density \(\omega^3d\omega/2\pi^2c^3=\langle\mathcal E^2\rangle_\omega d\omega/4\pi\). It shakes a free electron with amplitude \(\mathcal E_\omega/\omega^2\), so

\[
\langle\delta r^2\rangle=\frac{2}{\pi c^3}\int\frac{d\omega}{\omega}=\frac{2\alpha^3}{\pi}L .
\]

The frequencies run from atomic ones, of order \(Z^2\), to \(c^2\), hence \(L\approx\ln\zeta^{-2}\). The smeared potential energy changes by \(\tfrac16\langle\delta r^2\rangle\langle\nabla^2V\rangle\). With \(\nabla^2V=4\pi Z\delta(\mathbf r)\) and \(|\psi_{2s}(0)|^2=Z^3/8\pi\),

\[
\delta E_{2s}\approx\frac{\alpha^3Z^4}{8\pi}\,\frac43\ln\zeta^{-2}.
\]

Vacuum polarization has the opposite sign. The Uehling potential is

\[
V_U=-\frac{2\alpha Z}{3\pi r}\int_1^\infty dt\,\sqrt{t^2-1}\Big(\frac1{t^2}+\frac1{2t^4}\Big)e^{-2crt}.
\]

Its range is short compared with a light ion, so only its volume integral matters. The radial integral \(\int_0^\infty r\,e^{-2crt}dr=\alpha^2/4t^2\) leaves the \(t\)-integral \(\tfrac13+\tfrac12\cdot\tfrac2{15}=\tfrac25\). Hence \(\int V_Ud^3r=-4\alpha^3Z/15\), and the 2s shift is \(-\tfrac4{15}\,\alpha^3Z^4/8\pi\).

Both effects have the form \(\alpha^3Z^4F/8\pi\). A 2p electron has no density at the origin in the nonrelativistic limit, so its shift is much smaller. The radiative shift raises 2s and lowers the line energy.

At high \(Z\) an expansion in \(\zeta\) is not usable. The self-energy is then taken from the Flambaum-Ginges radiative potential, whose strength was fitted to one-electron self-energies calculated without that expansion. The fit is an input here and is not derived. It was compared at \(Z=10\) with the established series

\[
F_{2s}=\tfrac43\ln\zeta^{-2}-\tfrac43\ln k_0+\tfrac{10}9+4\pi\Big(\tfrac{139}{128}-\tfrac{\ln2}{2}\Big)\zeta+\dots
\]

The model gives 4.99 and the series 5.14, a difference of 3 percent of the series value, within the six percent the program allows. The series value uses a Bethe logarithm \(\ln k_0\) computed in a finite basis as 2.72, whereas its accurate value is 2.81. The discrepancy is rounding error: the innermost spline interval, at \(10^{-6}\) bohr, brings in such high energies that the diagonalization places the 2p level at \(-0.119\) instead of \(-0.125\) hartree. Starting the intervals at \(10^{-5}\) bohr restores the level and gives 2.81. The accurate value lowers the series by \(\tfrac43\times0.09=0.12\), to 5.02. The omitted terms are of size \(\zeta^2\ln^2\zeta^{-2}\approx0.15\) at \(Z=10\), about three percent of \(F\), so the comparison shows agreement only at the level of a few percent. The comparison says little about the fit at high \(Z\). The potential was fitted to highly excited s and p levels, not to the levels used here. For a point nucleus near \(Z=80\) it exceeds the tabulated all-order self-energies by about 15 percent for 1s, 4 percent for 2s and about half for 2p1/2. The errors for 2s and 2p1/2 largely cancel in their difference, which is right to a few percent, but the separate 1s and 2p1/2 values given below should not be read as accurate.

## Weighing the terms

For moderately light ions the ratio of contributions 4 and 2 is

\[
f\approx\frac{\alpha^3Z^4|\Delta F|/8\pi}{464Z/6561}=\frac{6561}{3712\pi}\,\alpha^3Z^3|\Delta F| ,
\]

where \(\Delta F\) is the difference of \(F\) between the two levels. Between \(Z=20\) and 40 the computed fraction grows with a local power of 2.4 rather than three. Both parts of the ratio contribute. The computed radiative part grows with a power of about 3.5 instead of 4, the direction expected from the falling logarithm in \(F_{2s}\), and the line energy grows with a power of about 1.2 instead of 1.

For 2p3/2-2s in the regime where fine structure dominates, the denominator is \(\alpha^2Z^4/32\) and

\[
f_{3/2}\approx\frac{\alpha^3Z^4|\Delta F|/8\pi}{\alpha^2Z^4/32}=\frac{4\alpha}{\pi}|\Delta F| .
\]

No explicit power of \(Z\) is left, although \(\Delta F\) still varies with \(Z\). For bismuth the leading denominator is 2149 eV, so the radiative part of 25.9 eV gives 1.2 percent, against a computed 0.9 percent, because the full fine structure is larger than its leading term. The computed fractions stay near one percent from \(Z=40\) upwards, but this flatness is not a test of the formula: at \(Z=40\) the leading fine structure, about 116 eV, does not dominate the linear repulsion term of about 77 eV.

For lithiumlike bismuth the 2p1/2-2s budget, in eV, is

\[
\underbrace{252}_{\text{Coulomb}}+\underbrace{26}_{\text{magnetic}}-\underbrace{12}_{\text{nuclear size}}=266 .
\]

The linear term alone would give \(0.0707\times83\) hartree, about 160 eV. Most of the difference from the Coulomb entry is relativistic: the same first-order repulsion, evaluated with Dirac orbitals of a point nucleus, gives 259 eV. The mean-field response and the effect of the finite nucleus on the repulsion together account for the remaining \(-7\) eV. The radiative part, with self-energy and vacuum polarization in each bracket, is

\[
(6.1-1.1)-(40.9-8.5)=-27.4\ \text{eV}.
\]

The line energy is \(266-27=239\) eV, or about 52 angstrom, and \(f=27.4/239\approx11\) percent. If the radiative part is cut by seven percent, a margin chosen to probe the model and not an error estimate, the fraction is still 10.6 percent. In the computed series ten percent is passed between \(Z=74\) (9.5 percent) and \(Z=79\) (10.6 percent). The same cut at \(Z=79\) would bring the fraction just below ten, so the crossing point is less certain than the result for bismuth.

## What the fraction does and does not buy

To determine the radiative part to one percent, the line must be measured to a relative accuracy of \(0.01f\). This is about \(1\times10^{-3}\) for lithiumlike bismuth and \(3\times10^{-5}\) for the hydrogenlike 2p1/2-1s line. The hydrogenlike figure uses the model's 1s shift, which is too large; with all-order self-energies the fraction is nearer 0.24 percent and the figure about \(2\times10^{-5}\). In absolute terms the order is reversed: the tolerances are about 0.3 eV and 2 eV. The lithiumlike line gains in relative accuracy and in its lower photon energy, not in the size of the shift.

The measurement must also be compared with a theory of everything else in the line. The Coulomb and magnetic terms total 278 eV, so a one percent error there is 2.8 eV, a tenth of the radiative part. A nuclear radius larger by one percent moves the line by \(-0.17\) eV, or 0.6 percent of the radiative part. A large fraction is thus useful when the three-electron problem and the nuclear radius are well controlled.

The present calculation does not reach that standard. It omits core relaxation, correlation, radiative changes of the core, recoil, nuclear polarization, higher-order vacuum polarization and two-loop terms. The 2p3/2 energies also lack magnetic exchange. The calculation supports the weights of the contributions, not a prediction of the line at the level of a precision test. The numerical output below lists the values for each ion.

## Table of computed values

```
TESTS AND LIMITS
Bi point nucleus, 2p1/2-2s numerical gap: -0.0125 eV
Bi point nucleus, 2p3/2-2p1/2: 2805.3 eV
linear coefficient 464/6561: 0.070721 hartree
slope from SCF, Z=60 to 80: 0.070743 hartree
Bethe logarithm of 2s: 2.7211
2s self-energy F at Z=10, series: 5.141
2s self-energy F at Z=10, model: 4.994
Uehling F of 2s at Z=1: -0.2644 (limit -0.2667)
magnetic F at Z=1: 2s 0.4944, 2p1/2 -0.1667
LITHIUMLIKE IONS: energies in eV, fractions in percent
 Z   A  no-rad 2p1/2  radiative   total  fraction  frac 2p3/2
20  40       36.37      -0.192     36.18     0.53     0.435
40  90       83.67      -2.239     81.43     2.75     1.107
60 142      149.18      -9.095    140.08     6.49     1.124
74 184      213.76     -18.614    195.15     9.54     1.008
79 197      241.80     -23.215    218.58    10.62     0.961
83 209      266.14     -27.390    238.75    11.47     0.924
local power of Z in the fraction, Z=20 to 40: 2.37
BISMUTH, Z=83, A=209
nuclear radius (uniform sphere): 7.121e-05 angstrom
nuclear size, one electron: -11.92 eV
Coulomb interaction with 1s2: 252.17 eV
magnetic and retarded exchange: 25.88 eV
self-energy of 2s: 40.86 eV
self-energy of 2p1/2: 6.07 eV
vacuum polarization of 2s: -8.48 eV
vacuum polarization of 2p1/2: -1.09 eV
self-energy part of the line: -34.79 eV
vacuum-polarization part of the line: 7.40 eV
radiative part of the line: -27.39 eV
2p1/2-2s energy: 238.75 eV
2p1/2-2s wavelength: 51.93 angstrom
radiative fraction: 11.47 percent
same, radiative part cut by 7%: 10.58 percent
shift for 1% larger nuclear radius: -0.174 eV
2p3/2-2s energy, no magnetic exchange: 2798.1 eV
2p3/2-2s radiative part: -25.87 eV
hydrogenlike 2p1/2-1s energy: 77308 eV
hydrogenlike 2p1/2-1s radiative part: -210.9 eV
hydrogenlike radiative fraction: 0.273 percent
```
